# Shindo–Nara Equations for Multivalley Donors with Bloch Overlaps, part 2

We seek the binding energies of a substitutional donor in silicon, whose static potential $U$ couples equivalent conduction minima $\mathbf k_j$. Equations are in atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$). The energy $E$ is measured from the minimum, so a binding energy is $-E$.

Valley $j$ has Bloch function $\psi_j=e^{i\mathbf k_j\cdot\mathbf r}u_j$ with unit mean density, mass tensor $M_j$ and envelope $F_j$; $\mathbf q$ is the wave vector measured from the minimum. From the states at $\mathbf k_j$,

$$(M_j^{-1})_{\alpha\beta}=\delta_{\alpha\beta}+2\,{\rm Re}\sum_{n\ne c}\frac{(p^\alpha_{nc})^*p^\beta_{nc}}{E_c-E_n}, \tag{11}$$

where $c$ is the conduction band and $\mathbf p_{nc}=\langle u_n|\mathbf p+\mathbf k_j|u_c\rangle$.

The overlaps $C_{\mathbf G}^{jl}$ are the Fourier components of $u_j^*u_l$ at reciprocal lattice vectors $\mathbf G$; terms with $\mathbf G\ne0$ are umklapp terms. They satisfy

$$\sum_{\mathbf G}C_{\mathbf G}^{jl}e^{-i(\mathbf k_j-\mathbf k_l)\cdot\mathbf r}e^{i\mathbf G\cdot\mathbf r}=\psi_j^*(\mathbf r)\psi_l(\mathbf r). \tag{17}$$

Plane-wave valley functions would mean $C_{\mathbf G}^{jl}=\delta_{\mathbf G\mathbf 0}$. The coupled equations hold for $\mathbf q$ in disjoint regions around the minima. With this cutoff removed they become

$$\left[-\tfrac12\nabla\cdot M_j^{-1}\nabla-E\right]F_j(\mathbf r)+U(\mathbf r)\sum_l\psi_j^*(\mathbf r)\psi_l(\mathbf r)F_l(\mathbf r)=0. \tag{18}$$

For extended envelopes $F_j=\alpha_jF$, the intervalley coupling and first-order energy are

$$W_{jl}=\sum_{\mathbf G}C_{\mathbf G}^{jl}\tilde U(\mathbf k_j-\mathbf k_l-\mathbf G),\qquad j\ne l, \tag{19}$$

$$\Delta E=|F(\mathbf 0)|^2\sum_{j\ne l}\alpha_j^*\alpha_lW_{jl},\qquad\sum_j|\alpha_j|^2=1. \tag{20}$$

Overlap corrections linear in $\mathbf q$ cancel here for an even envelope. $W_g$ and $W_f$ denote $W_{jl}$ for opposite and perpendicular valleys.

The donor potential and its transform $\tilde U(\mathbf K)=\int d^3r\,U(\mathbf r)e^{-i\mathbf K\cdot\mathbf r}$ are

$$U(r)=-\frac1r\left[\frac1\epsilon+\left(1-\frac1\epsilon\right)e^{-\kappa r}\right], \tag{22}$$

$$\tilde U(K)=-4\pi\left[\frac1{\epsilon K^2}+\frac{1-1/\epsilon}{K^2+\kappa^2}\right]. \tag{24}$$

Here $\epsilon$ is the static relative permittivity and $\kappa$ the Thomas–Fermi screening wave number: $\kappa^2=4k_F/\pi$, with valence-electron density $n=k_F^3/(3\pi^2)$.

The numerical output also lists a one-dimensional test, comparing full diagonalization with the coupled equations. Its lattice constant and $\hbar$ are one, $G=2\pi$, the donor strength is $g$, and

$$H=\frac{(p^2-p_0^2)^2}{8p_0^2}-0.8\cos Gx-\frac{g}{\sqrt{x^2+1}},\qquad p_0=0.35\,G. \tag{21}$$

### A coupling forbidden by the screw axis

Opposite valleys at $\pm k_0\hat{\mathbf z}$ are separated by $2k_0$. In the diamond lattice a vector of length $2(2\pi/a)$ along $z$ belongs to the reciprocal lattice, where $a$ is the cubic lattice constant. This would permit the much shorter wave number $2(2\pi/a-k_0)$. Symmetry removes its coefficient.

Let $S$ be the screw operation that rotates by $90^\circ$ about an axis parallel to $z$ and translates by $a/4$ along it. Let $M$ be a mirror plane through the donor site that contains the $z$ direction and is an operation of the crystal. Both leave $k\hat{\mathbf z}$ unchanged. The conduction level there is nondegenerate, so $S\psi_k=\lambda\psi_k$ and $M\psi_k=\pm\psi_k$. The operation $MSM^{-1}$ has the same eigenvalue $\lambda$. It rotates in the opposite sense but translates by the same $a/4$ along $z$. Hence $S(MSM^{-1})$ is a pure lattice translation whose $z$ component is $a/2$. With the convention $(S\psi)(\mathbf r)=\psi(S^{-1}\mathbf r)$,

$$\lambda^2=e^{-ika/2},\qquad\lambda=\eta e^{-ika/4},\quad\eta=\pm1. \tag{25}$$

Time reversal allows $\psi_{-k}=\psi_k^*$, so the product $\psi_k^*\psi_{-k}=(\psi_k^*)^2$ has the eigenvalue $(\lambda^*)^2=e^{ika/2}$. Its component $e^{i(-2k+G)z}$ maps to itself under $S$ with the factor $e^{-i(-2k+G)a/4}=e^{ika/2}e^{-iGa/4}$. The two factors must agree if the coefficient is nonzero:

$$\left(e^{-iGa/4}-1\right)C_G=0. \tag{26}$$

For $G=2(2\pi/a)$ the exponential is $e^{-i\pi}=-1$, and $C_G=0$. The result holds at the minima of the perfect diamond crystal. Away from the valley axis, or after a distortion that removes $S$, this argument no longer applies.

### Six valleys and spherical envelopes

Silicon has six minima along the cubic axes. At a substitutional site the unrelaxed donor has tetrahedral symmetry. Choose $\psi_j(\mathbf 0)>0$, which is possible when this value is nonzero. A tetrahedral operation leaves the site fixed, so it carries one valley function into another with no extra phase.

We restrict the envelopes to spherical functions of $r$. The angular average of $\mathbf q\cdot M_j^{-1}\mathbf q$ is $q^2$ times one third of the trace, which gives the mass

$$\frac1{m_s}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right), \tag{27}$$

with $m_l$ and $m_t$ the longitudinal and transverse masses. In the potential energy, the spherical average of (17) is needed. Since $e^{i\mathbf K\cdot\mathbf r}$ averages to $j_0(Kr)=\sin(Kr)/(Kr)$,

$$D_{jl}(r)=\sum_{\mathbf G}C_{\mathbf G}^{jl}\,j_0\!\left(|\mathbf k_l-\mathbf k_j+\mathbf G|r\right). \tag{28}$$

The tetrahedral operations make all diagonal elements equal to $D_0$, all opposite-valley elements equal to $D_g$, and all perpendicular-valley elements equal to $D_f$. Some operation exchanges the members of any pair, so $D_{jl}=D_{lj}$. Since $D_{lj}=D_{jl}^*$ as well, the elements are real.

Order the valleys as $+x,-x,+y,-y,+z,-z$. Acting with $D$ on $(1,1,1,1,1,1)$ gives $D_0+D_g+4D_f$ in each row. On $(1,-1,0,0,0,0)$ the perpendicular contributions cancel, leaving $D_0-D_g$. On $(1,1,-1,-1,0,0)$ the first row gives $D_0+D_g-2D_f$, and the last two rows give zero. Thus

$$D_{A_1}=D_0+D_g+4D_f,\quad D_{T_2}=D_0-D_g,\quad D_E=D_0+D_g-2D_f, \tag{29}$$

with degeneracies one, three and two. Angular averages of the computed Bloch products at two radii reproduced (28) and these degeneracies to within $10^{-6}$.

For each representation $\Gamma$ write $F(r)=\chi(r)/(\sqrt{4\pi}\,r)$ and expand $\chi$ in a sphere of radius $R$, more than ten envelope decay lengths:

$$\chi(r)=\sum_n a_n\sqrt{\frac2R}\sin q_nr,\qquad q_n=\frac{n\pi}R\le q_c. \tag{30}$$

The radial kinetic operator is $-(1/2m_s)d^2/dr^2$, so the matrix to be diagonalized is

$$H_{nm}=\frac{q_n^2}{2m_s}\delta_{nm}+\frac2R\int_0^R dr\,\sin(q_nr)\,U(r)D_\Gamma(r)\sin(q_mr). \tag{31}$$

The wave numbers $q_n$ are envelope momenta, so $q_c$ is the momentum cutoff.

### Inputs and coupling strengths

The host is described by the Cohen–Bergstresser local empirical pseudopotential, with form factors $-0.21$, 0.04 and 0.08 Ry. The lattice constant 0.543 nm and the permittivity 11.5 are rough typical inputs. The calculated valley lies at $k_0=0.854(2\pi/a)$, with $m_l=0.873$ and $m_t=0.184$ free-electron masses. The masses from band curvature and from (11) agree within 0.3%. Equation (27) gives $1/m_s=(1.145+10.85)/3=4.00$, or $m_s=0.250$.

There are 32 valence electrons in a cubic cell, so $n=32/(0.543\ {\rm nm})^3=200\ {\rm nm}^{-3}$ and $\kappa=20.9\ {\rm nm}^{-1}$. The cutoff sphere is given one sixth of the zone volume $4(2\pi/a)^3$. Solving $4\pi q_c^3/3=\frac46(2\pi/a)^3$ gives $q_c=(2\pi/a)(2\pi)^{-1/3}=6.27\ {\rm nm}^{-1}$.

For perpendicular valleys the direct wave number is $1.207(2\pi/a)$, with $C_{\mathbf 0}=0.417$. Two umklapp terms have the shorter wave number $1.021(2\pi/a)$, and their coefficients add to $-0.388$. Equation (24) gives $-0.0343$ and $-0.0400$ eV nm³ for the two transforms. The contributions to $W_f$ are therefore

$$0.417(-0.0343)+(-0.388)(-0.0400)=-0.0143+0.0155=+0.001\ {\rm eV\,nm^3}. \tag{32}$$

The direct attraction is nearly cancelled. For opposite valleys $C_{\mathbf 0}=-0.160$ and $\tilde U=-0.0241$ eV nm³, so the direct contribution to $W_g$ is $+0.004$ eV nm³. Four umklapp terms with $\mathbf G$ of the type $(1,\pm1,\pm1)(2\pi/a)$ have the wave number $1.581(2\pi/a)$, shorter than the direct $1.707(2\pi/a)$. Their coefficients add to $-1.005$, and they contribute $+0.026$ eV nm³. The forbidden short umklapp coefficient vanishes to numerical precision, as (26) requires. Its transform would have been $-0.17$ eV nm³, about seven times the direct one in magnitude.

These terms alone would raise $A_1$ above $T_2$, because the difference of their coupling sums is $2W_g+4W_f$. The longer umklapp vectors cannot be ignored. At $\mathbf r=0$, (17) gives the sum rule $\sum_{\mathbf G}C_{\mathbf G}^{jl}=\psi_j^*(\mathbf 0)\psi_l(\mathbf 0)=0.721$ for every pair. (This value is for 169 plane waves; 531 plane waves give 0.725, while the binding energies in (33) move by only about 0.01 meV.) In the combination $2D_g+4D_f$ all coefficients add to $6(0.721)=4.33$, whereas the terms listed above add to $2(-0.160-1.005)+4(0.417-0.388)=-2.2$. The remaining coefficients have a positive sum of about 6.5, and they multiply an attractive transform.

### Binding energies

The spherical hydrogenic value is $m_s/(2\epsilon^2)$ Hartree, or 25.7 meV. With the short-range part of (22), but with $D=1$, the single-valley result is 26.5 meV. The full overlap sums give

$$-E_{A_1}=28.0\ {\rm meV},\quad-E_{T_2}=26.2\ {\rm meV},\quad-E_E=25.9\ {\rm meV}. \tag{33}$$

In Hartree units the $A_1$ binding is 0.00103. The $A_1$ state lies 1.8 meV below $T_2$. With the same inputs but plane-wave valley functions, $A_1$ is bound by 33.7 meV. Relative to the single-valley 26.5 meV, the gain is then 7.2 meV instead of 1.5 meV. At this cutoff the plane-wave choice overstates the valley effect by more than a factor of four. The factor itself depends on the cutoff: at 1.5 times the cutoff the plane-wave binding rises to 42.3 meV, while the full overlap sums give 28.6 meV.

The size of the $A_1$–$T_2$ separation can be related to (20). Define a decay length by $a_A=(2m_s|E_{A_1}|)^{-1/2}=2.33$ nm. A hydrogenic envelope of that length has $|F(\mathbf 0)|^2=1/(\pi a_A^3)=0.025\ {\rm nm}^{-3}$. A separation of 1.8 meV then requires $2W_g+4W_f\approx-0.07$ eV nm³. The full sums (19) give $W_g=-0.007$ and $W_f=-0.013$ eV nm³, so $2W_g+4W_f=-0.068$ eV nm³. The short terms listed above contribute about $+0.065$, so the longer umklapp terms supply about $-0.13$ eV nm³. This is a first-order estimate with an assumed envelope, but it shows how much would be lost by cutting off the sum after the shortest vectors.

### Limits of the numerical model

One approximation whose size can be estimated is the spherical envelope. Consider one valley with the potential $-1/(\epsilon r)$ and the trial function

$$F=\exp\left[-\sqrt{(x^2+y^2)/a_t^2+z^2/a_l^2}\right]. \tag{34}$$

In the scaled coordinates $x/a_t,\ y/a_t,\ z/a_l$ it becomes $e^{-s}$. The normalized integral of its squared gradient is one, one third from each direction, and the mean of $1/s$ is also one. With $\mu$ the cosine of the scaled polar angle,

$$E=\frac16\left(\frac2{m_ta_t^2}+\frac1{m_la_l^2}\right)-\frac1\epsilon\int_0^1\frac{d\mu}{\sqrt{a_t^2(1-\mu^2)+a_l^2\mu^2}}. \tag{35}$$

Minimization gives a binding of 29.6 meV, at $a_t=2.48$ nm and $a_l=1.43$ nm. This is 3.8 meV more than the spherical 25.7 meV, a larger change than the valley separation in (33). The gain cannot simply be added to the $A_1$ energy, since a more compact envelope also increases the intervalley coupling.

Other changes were made one at a time. Reducing $\kappa$ by 20% raises the $A_1$ binding to 29.0 meV; using $\epsilon=12$ lowers it to 25.7 meV. Multiplying $q_c$ by 0.75 gives 27.7 meV, and multiplying it by 1.5 gives 28.6 meV. The cutoff spheres cross the X planes, which lie 1.69 nm⁻¹ from the minima, and are therefore not strictly disjoint. The envelope weight beyond the nearest plane is 0.04%. That supports the valley description for this state, but only with the cutoff in place. If the cutoff is removed, as in (18), the strong attraction near the site produces a spurious $A_1$ state bound by about 0.74 eV (0.75 eV with 531 plane waves), while the $T_2$ and $E$ energies change by only about 0.1 and 0.05 meV. For $A_1$ the cutoff is therefore part of the model and not a numerical detail.

The root-mean-square envelope wave number is 0.47 nm⁻¹. At this distance from the minimum on the $x$ axis, the energy departs from the parabola by 0.8% along the transverse direction [010], but by about 6% along [011], where the next conduction band, only 0.5 eV higher, mixes in. The squared overlap of the periodic part with that at the minimum is 0.990 along [010] and 0.987 along [011]. The admixed part of the periodic function therefore has an amplitude of about $\sqrt{1-0.990}=0.10$, and an overlap factor can change by a comparable amount. The part of this change that is linear in $\mathbf q$ cancels in first order for an even envelope, as noted after (20). The effect of the remainder on the energy was not computed.

The real case nearest to these inputs is phosphorus in silicon. Its ground state is bound by roughly 45 meV, and its other two valley levels by roughly 33 meV. The model's 28 meV and its separation of about 2 meV are therefore much too small. Mass anisotropy adds 3.8 meV in the single-valley estimate above; its effect on the coupled $A_1$ state was not computed. The calculation does not divide the remaining discrepancy among the donor core, the all-electron density near the nucleus, screening, lattice relaxation and interband mixing. Spin-orbit coupling is also absent. Device conditions add further limits. At 300 K the thermal energy is 26 meV, close to the model binding, and at light doping the band offers far more thermally accessible states than there are donors. Most isolated donors are then ionized, so an occupied one is a low-temperature picture. A mean donor separation of $4a_A$ corresponds to $1.2\times10^{18}\ {\rm cm}^{-3}$; near that density, overlap between donors can no longer be neglected. A field of $|E_{A_1}|/(ea_A)=0.12$ MV/cm drops the whole binding energy across one decay length, so the zero-field state requires much smaller fields.

The remaining digits and the values for the one-dimensional crystal are in the numerical output.

## Numbers as computed

```
1D test model: hbar = lattice constant = 1, energies in model units
1D minimum k0/G = 0.3601, mass = 1.0516
1D strength 0.005: mean energy full -5.163440e-04, coupled -5.157687e-04
1D strength 0.005: splitting full 2.0390e-05, coupled 1.9980e-05, no umklapp 2.9021e-06
1D strength 0.020: mean energy full -4.158652e-03, coupled -4.140977e-03
1D strength 0.020: splitting full 2.2006e-04, coupled 2.0515e-04, no umklapp 2.9558e-05
1D splitting errors: weak 2.01 %, strong 6.77 %, weak without umklapp 85.8 %
Si inputs: lattice constant 0.543 nm, permittivity 11.5
Form factors (Ry) at |G|^2 = 3, 8, 11: -0.21 0.04 0.08
Plane waves 169; indirect valley k0 = 0.8537 x 2pi/a
Masses / free mass: longitudinal 0.8732, transverse 0.1843, spherical 0.2501
Screening wave number 20.862 1/nm; momentum cutoff 6.271 1/nm
Pseudo-density at donor site / mean density: 0.7212
Opposite valleys: C_0 = -0.15997; |C| at G=(2,0,0): 1.6e-14
Perpendicular valleys: C_0 = 0.41669; sum of two short umklapp C = -0.38845
Short perpendicular umklapp |K| = 1.0212; direct |K| = 1.2072 (2pi/a)
Ut at direct opposite K: -0.02405 eV nm^3; perpendicular K: -0.03427 eV nm^3
Overlap sums at r=0: D0 0.7212, A1 combination 4.3275
Hydrogenic binding, spherical mass: 25.728 meV
Single valley, screened charge, no overlap terms: 26.475 meV
Binding: A1 28.007, T2 26.193, E 25.944 meV
A1 binding in Hartree: 0.001029
A1 binding minus T2 binding: 1.814 meV = 21.1 K
A1 with direct overlaps one and no umklapp: 33.678 meV
A1 with cutoff x 0.75: 27.671 meV
A1 with screening wave number x 0.8: 28.990 meV
A1 with permittivity 12: 25.658 meV
Anisotropic single-valley Coulomb trial: 29.574 meV; gain over spherical 3.846 meV
Trial radii: transverse 2.477, longitudinal 1.431 nm
A1 envelope weight beyond nearest X plane: 0.04 %
A1 rms envelope wave number: 0.465 1/nm; distance to X 1.693 1/nm
Energy change from parabola at rms q: transverse -0.8 %, longitudinal mean -0.0 %
Periodic-part overlap squared at transverse rms q: 0.99023
Effective A1 decay length: 2.332 nm
Donor-overlap density scale (0.25/a)^3: 1.23e+18 cm^-3
Field-ionization scale E/(e a): 0.1201 MV/cm
Thermal energy at 300 K: 25.85 meV
```
